# Two Reaction Invariants for Checking a Four-Species Diffusion Code

## 1. The form of a balance

A diffusing impurity in a crystal may sit between lattice sites, $A_i$, or on a site, $A_s$. Its changes between these positions involve self-interstitials $I$, which are host atoms between sites, and vacancies $V$, which are empty sites. The four unknowns are number densities in cm$^{-3}$, and each reaction event changes the numbers by integers.

The balance sought here is a weighted count of particles, so that pooling the contents of two cells adds their values. Nonlinear invariants are considered in Section 3. Per volume, such a count has the form

$$B=\mathbf w^{T}\mathbf C,\qquad \mathbf C=(A_i,A_s,I,V)^T,$$

with four dimensionless weights. Symbols such as $A_i$ denote both a species and its density.

The reactions, written in their forward direction, are

- kick-out (KO): $A_i\rightleftharpoons A_s+I$;
- Frank-Turnbull (FT): $A_i+V\rightleftharpoons A_s$;
- recombination (IV): $I+V\rightleftharpoons$ perfect lattice.

If $r_j$ is the net forward rate of reaction $j$ in cm$^{-3}$ s$^{-1}$, a well-mixed volume obeys $\dot{\mathbf C}=N\mathbf r$. Products enter $N$ with a plus sign and reactants with a minus sign:

$$N=\begin{pmatrix}-1&-1&0\\ 1&1&0\\ 1&0&-1\\ 0&-1&-1\end{pmatrix}.$$

Then $\dot B=\mathbf w^TN\mathbf r$. The balance is to hold whatever the rate constants are, so the coefficient of each $r_j$ must vanish: $\mathbf w^TN=0$. The admissible weights form the left null space of $N$.

## 2. Computing the null space

The three columns give

$$-w_1+w_2+w_3=0,\qquad -w_1+w_2-w_4=0,\qquad -w_3-w_4=0 .$$

Subtracting the second equation from the first gives $w_3+w_4=0$, which is the third again. Two equations are therefore independent, the rank is 2, and $4-2=2$ weights remain free. With $w_1=w_2+w_3$ and $w_4=-w_3$,

$$\mathbf w=w_2(1,1,0,0)+w_3(1,0,1,-1).$$

The first vector counts impurity atoms, $T=A_i+A_s$. Subtracting it from the second gives $(0,-1,1,-1)$, hence

$$T=A_i+A_s,\qquad H=I-V-A_s .$$

To see the meaning of $H$, let the crystal have $S$ lattice sites per volume. Host atoms occupy $S-V-A_s$ of them, and a further $I$ host atoms lie between sites. The host density is therefore $S+I-V-A_s=S+H$. Thus $H$ counts host atoms relative to the perfect crystal and may be negative.

"Two" means two independent balances. The combination $T+H=A_i+I-V$ is also conserved, but adds no new condition. If one reaction acts alone, the rank is 1 and three balances exist. Any two of the reactions already have rank 2, so adding the third removes no balance.

The redundancy also appears on the right. Solving $N\mathbf z=0$ gives $z_2=-z_1$ and $z_3=z_1$, so $\mathbf z=(1,-1,1)$. Kick-out followed by recombination has the same net effect as Frank-Turnbull. At equilibrium define

$$K_{KO}=\frac{A_sI}{A_i},\qquad K_{FT}=\frac{A_s}{A_iV},\qquad P=IV .$$

Dividing the first by the third gives the condition $K_{FT}=K_{KO}/P$, so the three constants cannot be chosen independently.

The dimension can also be found from trajectories. Mass-action equations were integrated in dimensionless form with forward and backward constants $(1.3,0.7)$, $(0.9,0.4)$ and $(1.1,0.6)$ for KO, FT and IV. The starts were $(2,0.1,0.3,1.5)$, $(0.2,1.7,2,0.1)$ and $(1,1,0.1,3)$. The displacements up to time 4 had relative singular values 1, 0.10, $3\times10^{-16}$ and $2\times10^{-16}$. Two directions are thus unused to rounding, and a test confirmed that they span the weights above. These constants violate the equilibrium condition; the balances do not need it.

## 3. Could there be a nonlinear third invariant?

Take a well-mixed volume with $T>0$, mass-action rates, positive rate constants and consistent equilibrium constants. At equilibrium $A_i=A_sI/K_{KO}$. Inserting this in $T=A_i+A_s$ gives

$$A_s=\frac{TK_{KO}}{K_{KO}+I},\qquad
H=I-\frac{P}{I}-\frac{TK_{KO}}{K_{KO}+I}. \tag{1}$$

The derivative of the right side of the second equation is

$$\frac{dH}{dI}=1+\frac{P}{I^2}+\frac{TK_{KO}}{(K_{KO}+I)^2}>0 .$$

The right side runs from $-\infty$ as $I\to0$ to $+\infty$ as $I\to\infty$. Each pair $(T,H)$ therefore fixes one equilibrium.

To show that trajectories reach it, choose any positive equilibrium $\mathbf C^*$ and define

$$F=\sum_k C_k\left[\ln(C_k/C_k^*)-1\right].$$

Since the derivative of the bracketed product with respect to $C_k$ is $\ln(C_k/C_k^*)$,

$$\dot F=\sum_j r_j\sum_k N_{kj}\ln\frac{C_k}{C_k^*}
=\sum_j(f_j-b_j)\ln\frac{b_j}{f_j}\le0 .$$

Here $f_j$ and $b_j$ are the forward and backward rates, equal at $\mathbf C^*$; for kick-out the inner sum is the logarithm of $A_sI/A_i$ relative to its equilibrium value, which is $\ln(b/f)$. Equality requires $f_j=b_j$ for every reaction.

Because $F$ grows without bound at large densities, trajectories stay bounded. None remains at zero density: pair generation supplies $I$ and $V$, after which the impurity reactions supply whichever of $A_i,A_s$ is missing. Each trajectory therefore tends to the equilibrium fixed by its $T$ and $H$. A continuous function that is constant along trajectories has its equilibrium value from the start, so it is a function of $T$ and $H$ and not a third independent invariant.

## 4. From a reaction invariant to a diffusion check

Diffusion moves $T$ and $H$ from place to place. With flux $\mathbf J$ positive towards increasing depth $x$,

$$\frac{\partial\mathbf C}{\partial t}=-\frac{\partial\mathbf J}{\partial x}+N\mathbf r .$$

Multiplication by $\mathbf w^T$ removes the reaction term. Integration from $0$ to $L$ gives

$$\frac{d}{dt}\int_0^L\mathbf w^T\mathbf C\,dx
=\mathbf w^T\mathbf J(0)-\mathbf w^T\mathbf J(L). \tag{2}$$

In a sealed slab both fluxes vanish and the integral is constant. In an open slab it changes by the surface inflow. Equation (2) does not require Fick's law; drift may be included in $\mathbf J$. Internal sinks do require extra terms. A dislocation that absorbs self-interstitials lowers $H$, while a cluster containing $m$ of them must be counted in $H$ with weight $m$.

In cell $c$ of width $h_c$, backward Euler with step $\Delta t_n$ has the residual

$$\mathbf F_c^n=\mathbf C_c^n-\mathbf C_c^{n-1}
+\frac{\Delta t_n}{h_c}\left(\mathbf J_{c+1/2}^n-\mathbf J_{c-1/2}^n\right)
-\Delta t_nN\mathbf r_c^n .$$

Multiply by $h_c\mathbf w^T$ and sum over cells and steps. The reaction terms vanish by $\mathbf w^TN=0$. Each interior face enters twice with opposite signs, and the old and new densities telescope in time. For zero flux at $x=L$, what remains is

$$E_w=\mathbf w^T(\mathbf M_{\rm end}-\mathbf M_0-\mathbf Q)
=\sum_{n,c}h_c\,\mathbf w^T\mathbf F_c^n,\qquad
\mathbf Q=\sum_n\Delta t_n\mathbf J_{1/2}^n .\tag{3}$$

Here $\mathbf M=\sum_ch_c\mathbf C_c$ is the inventory and $\mathbf Q$ the inflow, both in cm$^{-2}$. The flux in $\mathbf Q$ must be the one used in the time step. A separately interpolated surface gradient would add an error of its own.

Equation (3) shows that the defect measures unsolved algebraic residual. For linear diffusion, $\mathbf w^T\mathbf F$ is linear in the densities apart from a constant, because the nonlinear rates have cancelled. A full Newton step with the exact Jacobian therefore makes it zero, up to rounding, even before the individual species have converged. Resetting negative densities after the step would spoil this, so the accepted iterate must come from an unmodified step.

The procedure is:

1. Build $N$ and compute its left null space in integer arithmetic.
2. Record $\mathbf M_0$, and add $\Delta t_n\mathbf J_{1/2}^n$ after each accepted step.
3. At the end evaluate $E_w$ for $T$ and $H$, and divide by a stated amount. Below this is the final $A_s$ dose of the same run.

## 5. Worked example: an open slab

Impurity enters a 300 µm wafer through both faces for 3600 s at 1273 K. By symmetry the flux vanishes at the midplane, so only one half, 150 µm deep, is computed. Initially there is no impurity, and $I$ and $V$ have their equilibrium densities. At the surface $A_i$, $I$ and $V$ are held at equilibrium.

| Species | Equilibrium density (cm$^{-3}$) | Diffusivity (cm$^2$/s) |
|---|---:|---:|
| $A_i$ | $1\times10^{14}$ | $1\times10^{-5}$ |
| $A_s$ | $1\times10^{16}$ | 0 |
| $I$ | $5\times10^{12}$ | $1\times10^{-6}$ |
| $V$ | $2\times10^{12}$ | $1\times10^{-6}$ |

These values give $K_{KO}=5\times10^{14}$ cm$^{-3}$ and $P=10^{25}$ cm$^{-6}$. Reaction rates are diffusion-limited with a capture radius of 0.5 nm. The run uses 80 cells, graded towards the surface, and 300 time steps, which grow after the first.

In units of $10^{12}$ cm$^{-2}$, the final impurity inventories are 1.47 for $A_i$ and 38.47 for $A_s$. Their sum, 39.94, equals the $A_i$ inflow. For host atoms,

$$\Delta H=(0.358-0.075)-(0.008-0.030)-38.467=-38.162 .$$

The surface supplies $-28.680$ of $I$, an outflow, and $+9.482$ of $V$. Its contribution to $H$ is $-28.680-9.482=-38.162$, as required. Relative to the $A_s$ dose, the defects are $-4\times10^{-12}$ for $T$ and $-6\times10^{-15}$ for $H$.

The host balance also shows how room was made for the substitutional atoms: self-interstitial outflow accounts for 75% of the dose, vacancy inflow for 25%, and changes in the stored point defects for 0.8%. It does not reveal the share of each reaction. Adding $(1,-1,1)$ times any amount to the time-integrated reaction rates leaves every inventory unchanged.

At 49.6 µm the densities are $A_i=9.827\times10^{13}$, $A_s=2.341\times10^{15}$, $I=2.099\times10^{13}$ and $V=4.765\times10^{11}$ cm$^{-3}$. They give $A_sI/A_i=5.00\times10^{14}$ cm$^{-3}$ and $IV=1.00\times10^{25}$ cm$^{-6}$. The reactions are close to local equilibrium there, although $I$ is still about four times its surface value.

## 6. What the check detects

Suppose an error changes one reaction column by $\mathbf e$, and that reaction has net extent $X$ per area. The defect is then $(\mathbf w^T\mathbf e)X$.

Omitting the vacancy loss in Frank-Turnbull gives $\mathbf e=(0,0,0,1)$. This changes $H$ by $-X$ and leaves $T$ intact. The damaged run has a relative $H$ defect of $-0.885$, while its $T$ defect is about $10^{-12}$. Omitting the $A_i$ loss instead gives $\mathbf e=(1,0,0,0)$: now the $T$ defect is $+0.242$, and that of $H$ is about $10^{-14}$. Both balances are needed.

They are still not sufficient. An error $\mathbf e$ orthogonal to both weights, such as replacing the Frank-Turnbull column by the kick-out column, passes. So do wrong rate constants and, provided the same wrong flux enters $\mathbf Q$, wrong diffusivities.

Nor does a closed balance measure discretization error. Doubling both the cells and the steps changed the $A_s$ dose by 0.35%, while both runs passed a balance test at $10^{-8}$. If the error is first order in the joint refinement, the coarse dose is in error by about twice this change, 0.7%. The order was not measured, but the dose converged in mesh and time step is about $38.73\times10^{12}$ cm$^{-2}$, 0.7% above the coarse value; the extra digits in Section 5 serve the bookkeeping and do not indicate accuracy.

## 7. A sealed slab as a second check

A sealed slab tests the equilibrium constants as well. Its thickness is 10 µm. One half starts with $A_s=10^{16}$ cm$^{-3}$, the other with none; $A_i=0$, and $I,V$ start at their tabulated values. The means are

$$T=5\times10^{15},\qquad
H=5\times10^{12}-2\times10^{12}-5\times10^{15}
=-4.997\times10^{15}\ \text{cm}^{-3}.$$

At the end all mobile densities are uniform, and local equilibrium makes $A_s$ uniform too. Equation (1) then predicts the result without solving a diffusion equation. For $I\ll K_{KO}$,

$$\frac{TK_{KO}}{K_{KO}+I}=T-\frac{TI}{K_{KO}+I}
\approx T-\frac{T}{K_{KO}}I .$$

With $T/K_{KO}=10$ and $H+T=3\times10^{12}$ cm$^{-3}$, multiplying (1) by $I$ gives

$$11I^2-(3\times10^{12})I-10^{25}=0,$$

with $I$ in cm$^{-3}$. The positive root is $1.100\times10^{12}$ cm$^{-3}$. The full equation gives $1.10078\times10^{12}$, and the simulation after $10^4$ s gives the same printed digits. All four densities agreed in every cell within the test's relative tolerance of $10^{-5}$.

Now make $K_{FT}$ three times too small by tripling the backward Frank-Turnbull rate constant, with everything else fixed. Both balances still close, to about $10^{-11}$ of the $A_s$ inventory or better, but $I$ ends at $1.78\times10^{12}$ cm$^{-3}$, 62% too high. The net rates of KO, FT and IV settle at $(2.45,-2.45,2.45)\times10^{13}$ cm$^{-3}$ s$^{-1}$. This is the right null vector: a perpetual reaction cycle in a sealed crystal at uniform temperature, which thermodynamics forbids. The end state exposes an error to which the balances are blind.

## 8. The real case and the limits of the model

The parameters lie in the rough regime of gold in silicon, where kick-out is important at such temperatures. The separate densities and diffusivities of $I$ and $V$ are poorly known, possibly by orders of magnitude. The dose, however, depends mainly on their products as long as the equilibrium densities are not much above the tabulated ones. Making both equilibrium densities ten times lower and both diffusivities ten times higher changes it by only about 1%, whereas tripling the diffusivities alone raises it by about 50%. In the opposite direction, at the same products, densities ten times higher lower the dose by about 3%, but densities a hundred times higher, for which the stored point defects are no longer small against the dose, raise it by about 22%. The products used here are rough too, so the computed dose of about $4\times10^{13}$ cm$^{-2}$ per wafer half is an illustration and not a process prediction. The model omits dislocations. A first-order estimate, using the computed defect profiles without feedback, gives an $H$ loss of 0.25% of the $A_s$ dose at $10^2$ dislocations per cm$^2$, but 30% at $10^4$. At the higher density feedback matters: with the sink included in the run, the loss is about 21% of a dose that is itself about 15% larger. The sink must then enter both the model and its balance. Temperature matters too: with a rough activation energy of 4.9 eV, an extra 10 K raises the product of $I$ diffusivity and equilibrium density by a factor of 1.42.

Other omissions have different sizes. Impurity atoms fill at most about $2\times10^{-7}$ of the sites at the surface equilibrium density. If all were singly charged, charge neutrality with a rough intrinsic carrier density $n_i=6\times10^{18}$ cm$^{-3}$ would shift the electron potential energy by about $kT\,A_s/(2n_i)\approx9\times10^{-5}$ eV, far below $kT=0.110$ eV. Clustering is less safely ignored: the largest final self-interstitial supersaturation, about 6.5, supplies a chemical driving energy of $kT\ln6.5\approx0.21$ eV per atom. Earlier in the run the supersaturation reached 41, which corresponds to about 0.41 eV. Unlike the dose, this early peak depends on the separate densities and diffusivities: it roughly doubles when the equilibrium densities of $I$ and $V$ are ten times lower and their diffusivities ten times higher. Whether clusters form depends on their binding energies and kinetics, which this model does not contain. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
Species order: ['A_i', 'A_s', 'I', 'V']
Column kick-out: [-1, 1, 1, 0]
Column Frank-Turnbull: [-1, 1, 0, -1]
Column recombination: [0, 0, -1, -1]
Rank: 2  left null dimension: 2
Raw left null basis: [[1, 1, 0, 0], [-1, 0, -1, 1]]
Chosen weights T, H: [[1, 1, 0, 0], [0, -1, 1, -1]]
Right null vector: [1, -1, 1]
Ranks, one reaction: [1, 1, 1]  two reactions: [2, 2, 2]
Trajectory singular values / largest: 1.00e+00 1.03e-01 3.14e-16 2.31e-16
Temperature 1273 K, time 3600 s, depth 150 um
Equilibrium values (cm^-3): 1.0e+14 1.0e+16 5.0e+12 2.0e+12
Diffusivities (cm^2/s): 1.0e-05 0.0e+00 1.0e-06 1.0e-06
Capture radius 0.50 nm
Equilibrium gross rates (cm^-3 s^-1): 3.142e+16 1.382e+15 1.257e+13
K_KO 5.000e+14 cm^-3, P 1.000e+25 cm^-6, K_FT 5.000e-11 cm^3
OPEN SLAB, 80 cells, 300 steps; amounts in cm^-2
A_i: initial 0.00000e+00 final 1.46992e+12 surface inflow 3.99365e+13
A_s: initial 0.00000e+00 final 3.84665e+13 surface inflow 0.00000e+00
I: initial 7.50000e+10 final 3.57763e+11 surface inflow -2.86798e+13
V: initial 3.00000e+10 final 7.81438e+09 surface inflow 9.48183e+12
T: inventory change 3.993646e+13 inflow 3.993646e+13 cm^-2
H: inventory change -3.816159e+13 inflow -3.816159e+13 cm^-2
Relative balance errors T, H: -4.3e-12 -6.4e-15
A_s dose change on refining grid and steps: 0.35 %
Depth 0.94 um, A_i A_s I V (cm^-3): 9.996e+13 9.408e+15 5.313e+12 1.884e+12
Depth 10.27 um, A_i A_s I V (cm^-3): 9.955e+13 5.736e+15 8.677e+12 1.153e+12
Depth 49.59 um, A_i A_s I V (cm^-3): 9.827e+13 2.341e+15 2.099e+13 4.765e+11
Depth 136.55 um, A_i A_s I V (cm^-3): 9.711e+13 1.489e+15 3.262e+13 3.066e+11
Error T, H if V loss omitted: -1.47e-12 -8.85e-01
Error T, H if A_i loss omitted: 2.42e-01 7.10e-15
SEALED SLAB, 10 um, 10000 s
Mean T 5.00000e+15 cm^-3, mean H -4.99700e+15 cm^-3
End state predicted (cm^-3): 1.09837e+13 4.98902e+15 1.10078e+12 9.08444e+12
End state simulated (cm^-3): 1.09837e+13 4.98902e+15 1.10078e+12 9.08444e+12
K_FT three times too small, end state (cm^-3): 1.7808e+13 4.9822e+15 1.7793e+12 1.6587e+13
  its balance errors T, H: -1.5e-11 7.1e-13
  its steady net rates (cm^-3 s^-1): 2.4522e+13 -2.4522e+13 2.4522e+13
NEGLECTED EFFECTS, open slab
Dislocations 1e+02 cm^-2: first-order H loss / A_s dose 0.25 %
Dislocations 1e+04 cm^-2: first-order H loss / A_s dose 29.87 %
Rough inputs: gap 0.8 eV, masses 1.1 1.0 m_e, activation 4.9 eV
Intrinsic carriers 6.15e+18 cm^-3; kT 0.1097 eV; largest charge energy 8.9e-05 eV
Filled site fraction 2.0e-07 (sites 5e+22 cm^-3)
I supersaturation: peak 40.86, end 6.56; end clustering drive 0.206 eV
Factor in D_I*C_I for 10 K higher temperature: 1.416
```
